# Diffusivity from the Broadening of a Buried Boron Marker: test program

```python
"""
Result under test: a buried marker whose depth standard deviation grows from
s0 to s1 in time t has the time-averaged diffusivity
    D_av = (s1**2 - s0**2) / (2 t).
Lengths are in nm and times in s, so diffusivities are in nm^2/s;
1 nm^2/s = 1e-14 cm^2/s. The marker is boron in silicon. The material
parameters below are rough typical values, chosen as round numbers.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc

# Inputs
s0, s1, t_total = 5.0, 10.0, 600.0
depth = 100.0                 # marker depth, nm
temp_c = 800.0                # anneal temperature, Celsius
prefactor, e_act = 1.0, 3.5   # equilibrium boron diffusion: cm^2/s, eV
n_i = 2e18                    # intrinsic carrier density at anneal, cm^-3
dose = 1e12                   # boron dose, cm^-2
hop = 3.0                     # mean migration length, nm
tau = 200.0                   # decay time of the enhancement, s
width_error = 0.5             # error of each measured width, nm
CM2 = 1e-14                   # cm^2 in one nm^2

D_av = (s1**2 - s0**2) / (2 * t_total)

# Numerical diffusion equation: Crank-Nicolson, conservative differences
dx = 0.5
x = np.arange(0.0, 300.0 + dx / 2, dx)


def gaussian(sigma):
    return np.exp(-(x - depth)**2 / (2 * sigma**2)) / (
        sigma * np.sqrt(2 * np.pi))


def moments(profile, grid=x):
    total = profile.sum()
    mean = (grid * profile).sum() / total
    return mean, ((grid - mean)**2 * profile).sum() / total


def diffuse(profile, diffusivity, face_shape=None, steps=300):
    """Evolve for t_total; diffusivity(t) times an optional depth factor."""
    c = profile.copy()
    f = np.ones(x.size + 1) if face_shape is None else face_shape
    dt = t_total / steps
    for step in range(steps):
        r = diffusivity((step + 0.5) * dt) * dt / (2 * dx**2)
        padded = np.pad(c, 1)
        rhs = c + r * (f[1:] * (padded[2:] - c) - f[:-1] * (c - padded[:-2]))
        bands = np.zeros((3, x.size))
        bands[0, 1:] = -r * f[1:-1]
        bands[1] = 1 + r * (f[1:] + f[:-1])
        bands[2, :-1] = -r * f[1:-1]
        c = solve_banded((1, 1), bands, rhs)
    return c


# Forward solution: width and full shape
start = gaussian(s0)
final = diffuse(start, lambda t: D_av)
width_forward = np.sqrt(moments(final)[1])
assert abs(width_forward - s1) < 1e-3
assert np.max(np.abs(final - gaussian(s1))) < 2e-3 * final.max()

# Inverse solution from the fall of the peak, without using the variance
centre = int(round(depth / dx))
D_peak = brentq(lambda d: diffuse(start, lambda t: d)[centre] / start[centre]
                - s0 / s1, 0.02, 0.15, xtol=1e-7)
assert abs(D_peak / D_av - 1) < 3e-3   # spatial grid error

# The variance law for a box-shaped marker
box = (np.abs(x - depth) <= 8.5).astype(float)
box_growth = moments(diffuse(box, lambda t: D_av))[1] - moments(box)[1]
assert abs(box_growth - (s1**2 - s0**2)) < 0.01

# Two common wrong formulas, run forward
D_wrong_a = (s1 - s0)**2 / (2 * t_total)
D_wrong_b = s1**2 / (2 * t_total)
width_a = np.sqrt(moments(diffuse(start, lambda t: D_wrong_a))[1])
width_b = np.sqrt(moments(diffuse(start, lambda t: D_wrong_b))[1])
assert abs(width_a - s1) > 1 and abs(width_b - s1) > 1

# Equilibrium diffusion and enhancement


def equilibrium(celsius):
    kt = boltzmann * (celsius + zero_Celsius) / charge
    return prefactor * np.exp(-e_act / kt) / CM2


D_eq = equilibrium(temp_c)
enhancement = D_av / D_eq
width_eq = np.sqrt(moments(diffuse(start, lambda t: D_eq))[1])
assert enhancement > 5 and width_eq < 6

# Decaying enhancement with the same time average
amplitude = (D_av - D_eq) * t_total / (tau * (1 - np.exp(-t_total / tau)))


def D_decay(t):
    return D_eq + amplitude * np.exp(-t / tau)


final_decay = diffuse(start, D_decay)
width_decay = np.sqrt(moments(final_decay)[1])
assert abs(width_decay - s1) < 1e-3
assert np.max(np.abs(final_decay - final)) < 2e-3 * final.max()

# Diffusivity proportional to depth, as with a surface sink
faces = np.maximum(np.arange(x.size + 1) * dx - dx / 2, 0) / depth
growth_slope = moments(diffuse(start, lambda t: D_av, faces))[1] - s0**2
slope = D_av / depth
growth_slope_formula = 2 * slope * depth * t_total + (slope * t_total)**2
assert abs(growth_slope - growth_slope_formula) < 0.01
surface_loss = erfc(depth / (np.sqrt(2) * s1))

# Asymmetric instrument response, the same before and after
response_x = np.arange(0.0, 60.0, dx)
response = np.exp(-response_x / 3.0)
response /= response.sum()
true_start = gaussian(4.0)
seen_0 = np.convolve(true_start, response)
seen_1 = np.convolve(diffuse(true_start, lambda t: D_av), response)
seen_x = np.arange(seen_0.size) * dx
seen_growth = moments(seen_1, seen_x)[1] - moments(seen_0, seen_x)[1]
assert abs(seen_growth - (s1**2 - s0**2)) < 0.01

# Rare migration events: random walkers against the Fourier solution
rng = np.random.default_rng(7)
events_mean = D_av * t_total / hop**2
walkers = 400000
position = s0 * rng.standard_normal(walkers)
events = rng.poisson(events_mean, walkers)
for number in range(events.max()):
    moving = events > number
    count = int(moving.sum())
    lifetime = rng.exponential(size=count)   # in units of the mean lifetime
    position[moving] += hop * np.sqrt(2 * lifetime) * rng.standard_normal(count)
variance_walk = position.var()
kurtosis_walk = np.mean((position - position.mean())**4) / variance_walk**2 - 3
kurtosis_formula = 24 * events_mean * hop**4 / s1**4
assert abs(variance_walk / s1**2 - 1) < 0.015      # sampling error
assert abs(kurtosis_walk - kurtosis_formula) < 0.12  # sampling error


def transform(q):
    return np.exp(-q**2 * s0**2 / 2
                  - events_mean * q**2 * hop**2 / (1 + q**2 * hop**2))


def hop_profile(z):
    return quad(lambda q: np.cos(q * z) * transform(q), 0, 2, limit=200)[0] / np.pi


inside = 2 / np.pi * quad(
    lambda q: 5 * np.sinc(5 * q / np.pi) * transform(q), 0, 2, limit=200)[0]
inside_walk = np.mean(np.abs(position) < 5)
assert abs(inside - inside_walk) < 0.004           # sampling error
half_width = brentq(lambda z: hop_profile(z) - hop_profile(0) / 2, 1, 30)
sigma_fwhm = half_width / np.sqrt(2 * np.log(2))
D_fwhm = (sigma_fwhm**2 - s0**2) / (2 * t_total)
assert D_fwhm < D_av

# Hole-enhanced diffusion with the built-in field
scale = dose * 1e7 / n_i   # turns a profile in 1/nm into boron density / n_i
peak_density = dose / (np.sqrt(2 * np.pi) * s0 * 1e-7)


def hole_ratio(u):
    return u / 2 + np.sqrt(u**2 / 4 + 1)


def nonlinear_variance(d_intrinsic, steps=1200):
    u = scale * gaussian(s0)
    r = d_intrinsic * t_total / steps / dx**2
    for _ in range(steps):
        w = u * hole_ratio(u)
        u[1:-1] += r * (w[2:] - 2 * w[1:-1] + w[:-2])
    return moments(u)[1]


D_intrinsic = brentq(lambda d: nonlinear_variance(d) - s1**2, 0.03, 0.08,
                     xtol=1e-7)
hole_factor = D_av / D_intrinsic
variances = np.linspace(s0**2, s1**2, 201)
means = np.array([np.sum(gaussian(np.sqrt(v))
                         * hole_ratio(scale * gaussian(np.sqrt(v)))) * dx
                  for v in variances])
# time spent per unit of variance is proportional to 1/mean
hole_estimate = 1 / np.mean(1 / means)
assert abs(hole_factor / hole_estimate - 1) < 0.01
assert hole_factor > 1.02

# Width errors
D_error = width_error * np.sqrt(s0**2 + s1**2) / t_total
draw_0 = s0 + width_error * rng.standard_normal(walkers)
draw_1 = s1 + width_error * rng.standard_normal(walkers)
D_spread = np.std((draw_1**2 - draw_0**2) / (2 * t_total))
assert abs(D_spread / D_error - 1) < 0.02

# Report
print(f"Initial, final standard deviation: {s0:.1f}, {s1:.1f} nm")
print(f"Anneal: {t_total:.0f} s at {temp_c:.0f} C")
print(f"Variance growth: {s1**2 - s0**2:.1f} nm^2")
print(f"Inferred mean diffusivity: {D_av:.4f} nm^2/s")
print(f"  the same: {D_av * CM2:.3e} cm^2/s = {D_av * 1e-18:.3e} m^2/s")
print(f"Forward solution, final width: {width_forward:.4f} nm")
print(f"Diffusivity from peak drop: {D_peak:.5f} nm^2/s")
print(f"Box marker, variance growth: {box_growth:.3f} nm^2")
print(f"Wrong (s1-s0)^2/(2t): {D_wrong_a:.4f} nm^2/s")
print(f"  final width it gives: {width_a:.2f} nm")
print(f"Wrong s1^2/(2t): {D_wrong_b:.4f} nm^2/s")
print(f"  final width it gives: {width_b:.2f} nm")
print(f"Rough D0, Ea: {prefactor:.1f} cm^2/s, {e_act:.1f} eV")
print(f"kT: {boltzmann * (temp_c + zero_Celsius) / charge:.5f} eV")
print(f"Equilibrium diffusivity: {D_eq:.5f} nm^2/s")
print(f"Width after equilibrium diffusion only: {width_eq:.2f} nm")
print(f"Mean enhancement: {enhancement:.1f}")
print(f"  if 10 K cooler: {D_av / equilibrium(temp_c - 10):.1f}")
print(f"  if 10 K hotter: {D_av / equilibrium(temp_c + 10):.1f}")
print(f"Decay time of enhancement: {tau:.0f} s")
print(f"Decay amplitude A: {amplitude:.4f} nm^2/s")
print(f"Diffusivity at start: {D_decay(0):.4f} nm^2/s")
print(f"Diffusivity at end: {D_decay(t_total):.4f} nm^2/s")
print(f"Enhancement at start: {D_decay(0) / D_eq:.1f}")
print(f"Enhancement at end: {D_decay(t_total) / D_eq:.1f}")
print(f"Final width with decaying D: {width_decay:.4f} nm")
print(f"Migration length: {hop:.1f} nm")
print(f"Mean migration events per atom: {events_mean:.2f}")
print(f"Atoms that never moved: {100 * np.exp(-events_mean):.2f} %")
print(f"Random-walk standard deviation: {np.sqrt(variance_walk):.2f} nm")
print(f"Excess kurtosis, formula: {kurtosis_formula:.2f}")
print(f"Excess kurtosis, random walk: {kurtosis_walk:.2f}")
print(f"Width read from half maximum: {sigma_fwhm:.2f} nm")
print(f"Diffusivity from half maximum: {D_fwhm:.4f} nm^2/s")
print(f"  its error: {100 * (D_fwhm / D_av - 1):.1f} %")
print(f"Boron dose: {dose:.1e} cm^-2")
print(f"Initial peak density: {peak_density:.2e} cm^-3")
print(f"Intrinsic carrier density: {n_i:.1e} cm^-3")
print(f"Mean hole factor, nonlinear solution: {hole_factor:.3f}")
print(f"Mean hole factor, Gaussian estimate: {hole_estimate:.3f}")
print(f"Intrinsic-limit diffusivity: {D_intrinsic:.4f} nm^2/s")
print(f"Marker depth: {depth:.0f} nm")
print(f"Variance growth with D rising in depth: {growth_slope:.3f} nm^2")
print(f"  formula: {growth_slope_formula:.3f} nm^2")
print(f"Boron fraction lost at surface: {surface_loss:.1e}")
print(f"Variance growth seen by instrument: {seen_growth:.3f} nm^2")
print(f"Error of each width: {width_error:.1f} nm")
print(f"Resulting diffusivity error: {D_error:.4f} nm^2/s")
print(f"  relative: {100 * D_error / D_av:.1f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
Initial, final standard deviation: 5.0, 10.0 nm
Anneal: 600 s at 800 C
Variance growth: 75.0 nm^2
Inferred mean diffusivity: 0.0625 nm^2/s
  the same: 6.250e-16 cm^2/s = 6.250e-20 m^2/s
Forward solution, final width: 10.0000 nm
Diffusivity from peak drop: 0.06254 nm^2/s
Box marker, variance growth: 75.000 nm^2
Wrong (s1-s0)^2/(2t): 0.0208 nm^2/s
  final width it gives: 7.07 nm
Wrong s1^2/(2t): 0.0833 nm^2/s
  final width it gives: 11.18 nm
Rough D0, Ea: 1.0 cm^2/s, 3.5 eV
kT: 0.09248 eV
Equilibrium diffusivity: 0.00366 nm^2/s
Width after equilibrium diffusion only: 5.42 nm
Mean enhancement: 17.1
  if 10 K cooler: 24.4
  if 10 K hotter: 12.1
Decay time of enhancement: 200 s
Decay amplitude A: 0.1858 nm^2/s
Diffusivity at start: 0.1894 nm^2/s
Diffusivity at end: 0.0129 nm^2/s
Enhancement at start: 51.8
Enhancement at end: 3.5
Final width with decaying D: 10.0000 nm
Migration length: 3.0 nm
Mean migration events per atom: 4.17
Atoms that never moved: 1.55 %
Random-walk standard deviation: 9.98 nm
Excess kurtosis, formula: 0.81
Excess kurtosis, random walk: 0.78
Width read from half maximum: 8.51 nm
Diffusivity from half maximum: 0.0396 nm^2/s
  its error: -36.7 %
Boron dose: 1.0e+12 cm^-2
Initial peak density: 7.98e+17 cm^-3
Intrinsic carrier density: 2.0e+18 cm^-3
Mean hole factor, nonlinear solution: 1.098
Mean hole factor, Gaussian estimate: 1.099
Intrinsic-limit diffusivity: 0.0569 nm^2/s
Marker depth: 100 nm
Variance growth with D rising in depth: 75.141 nm^2
  formula: 75.141 nm^2
Boron fraction lost at surface: 1.5e-23
Variance growth seen by instrument: 75.000 nm^2
Error of each width: 0.5 nm
Resulting diffusivity error: 0.0093 nm^2/s
  relative: 14.9 %
ALL CHECKS PASSED
```
